# The thermodynamic factor of oxygen in reduced ceria: verification in Python

```python
# Result under test: for CeO(2-delta) with ideal doubly charged vacancies
# balanced by electron polarons, the thermodynamic factor of oxygen is
#     Gamma = d ln a_O / d ln c_O = 3 (2 - delta) / delta.
# a_O: activity of atomic oxygen, proportional to sqrt(pressure of O2)
# c_O: oxygen content per cerium, 2 - delta
# delta: missing oxygen per cerium; all defect contents are per cerium.
# Neglected effects are sized with rough typical parameters of ceria.
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.constants import e, k, epsilon_0, pi

delta = 0.01
temperature = 1273.0          # K
pressure = 1e-11              # bar, chosen round value
acceptor = 0.001              # fixed-valence impurity per cerium, rough
lattice = 0.541               # nm, rough
permittivity = 25.0           # relative, rough
expansion = 0.1               # linear strain per unit delta, rough
content_ratio = (2 - delta) / delta


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# --- Mass action solved numerically for delta at a given pressure ---
def ideal_product(d):
    return d * (2 * d)**2


def bound_product(d):         # each vacancy holds one polaron
    return d * d


def impure_product(d):        # neutrality: polarons + acceptors = 2 d
    return d * (2 * d - acceptor)**2


def solve_delta(product, p):
    constant = product(delta) * np.sqrt(pressure)
    return brentq(lambda d: product(d) * np.sqrt(p) / constant - 1,
                  acceptor / 2, 0.4, xtol=1e-16, rtol=1e-14)


def from_pressure(product, h=0.01):
    hi = solve_delta(product, pressure * np.exp(h))
    lo = solve_delta(product, pressure * np.exp(-h))
    exponent = np.log(hi / lo) / (2 * h)
    gamma = h / np.log((2 - hi) / (2 - lo))
    return exponent, gamma


gamma_formula = 3 * content_ratio
exponent, gamma_numeric = from_pressure(ideal_product)
assert close(exponent, -1 / 6, 1e-6)
assert close(gamma_numeric, gamma_formula, 1e-5)

exponent_bound, gamma_bound = from_pressure(bound_product)
assert close(exponent_bound, -1 / 4, 1e-6)
assert close(gamma_bound, 2 * content_ratio, 1e-5)

exponent_impure, gamma_impure = from_pressure(impure_product)
impure_factor = 1 + 4 * delta / (2 * delta - acceptor)
assert close(gamma_impure, impure_factor * content_ratio, 1e-5)

# --- Finite step in delta ---
delta_new = 0.011
pressure_ratio = (delta_new / delta)**(-6)
assert close(solve_delta(ideal_product, pressure * pressure_ratio),
             delta_new, 1e-9)
activity_step = 0.5 * np.log(pressure_ratio)
content_step = np.log((2 - delta_new) / (2 - delta))
chord = activity_step / content_step

# --- Counting of arrangements in a finite crystal ---
mp.mp.dps = 50


def log_binomial(n, m):
    return (mp.loggamma(n + 1) - mp.loggamma(m + 1)
            - mp.loggamma(n - m + 1))


def counted_gamma(d, cerium=10**9):
    missing = int(round(d * cerium))
    step = missing // 1000

    def log_ways(m):
        return log_binomial(2 * cerium, m) + log_binomial(cerium, 2 * m)

    def potential(m):         # oxygen potential / kT, up to a constant
        return log_ways(m + 1) - log_ways(m)

    rise = potential(missing + step) - potential(missing - step)
    oxygen = 2 * cerium - missing
    return float(rise / mp.log(mp.mpf(oxygen - step) / (oxygen + step)))


gamma_counted = counted_gamma(delta)
site_factor = 2 / (2 - delta) + 2 / (1 - 2 * delta)
assert close(gamma_counted, site_factor * content_ratio, 1e-5)
small = 1e-4
dilute_factor = counted_gamma(small) * small / (2 - small)
assert abs(dilute_factor - 3) < 1e-3   # remaining shift is about 4.5 delta

# --- Coulomb interaction, extended Debye-Hueckel estimate ---
bjerrum = e**2 / (4 * pi * epsilon_0 * permittivity * k * temperature) * 1e9
contact = np.sqrt(3) / 4 * lattice
cerium_density = 4 / lattice**3        # nm^-3


def inverse_screening(d):
    charge_sum = cerium_density * (4 * d + 2 * d)
    return np.sqrt(4 * pi * bjerrum * charge_sum)


def log_activity_coulomb(d):
    kappa = inverse_screening(d)
    unit = -bjerrum * kappa / (2 * (1 + kappa * contact))
    log_vacancy = np.log(d) + 4 * unit
    log_polaron = np.log(2 * d) + unit
    return -(log_vacancy + 2 * log_polaron)


def from_activity(log_activity, content, h=1e-5):
    rise = log_activity(delta + h) - log_activity(delta - h)
    return rise / np.log(content(delta + h) / content(delta - h))


kappa0 = inverse_screening(delta)
coulomb_factor = 3 - 1.5 * bjerrum * kappa0 / (1 + kappa0 * contact)**2
gamma_coulomb = from_activity(log_activity_coulomb, lambda d: 2 - d)
assert close(gamma_coulomb, coulomb_factor * content_ratio, 1e-5)
spacing = (3 * delta * cerium_density)**(-1 / 3)

# --- Oxygen counted per actual volume instead of per cerium ---
gamma_volume = from_activity(lambda d: -3 * np.log(d),
                             lambda d: (2 - d) / (1 + expansion * d)**3)
volume_slope = 1 / (2 - delta) + 3 * expansion / (1 + expansion * delta)
assert close(gamma_volume, 3 / (delta * volume_slope), 1e-5)


def change(value):
    return 100 * (value / gamma_formula - 1)


print(f"delta (missing O per Ce): {delta:.3f}")
print(f"oxygen content per Ce: {2 - delta:.3f}")
print(f"polarons per Ce: {2 * delta:.3f}")
print(f"temperature: {temperature:.0f} K")
print(f"chosen O2 pressure: {pressure:.1e} bar")
print(f"mass-action constant K: "
      f"{ideal_product(delta) * np.sqrt(pressure):.3e} bar^0.5")
print(f"numerical exponent d ln delta/d ln p: {exponent:.6f}")
print(f"ratio (2-delta)/delta: {content_ratio:.1f}")
print(f"Gamma, formula: {gamma_formula:.2f}")
print(f"Gamma, numerical mass action: {gamma_numeric:.2f}")
print(f"Gamma if activity of O2 is used: {2 * gamma_formula:.1f}")
print(f"counted vacancy factor at delta=1e-4: {dilute_factor:.5f}")
print(f"finite step, new delta: {delta_new:.3f}")
print(f"finite step, pressure ratio: {pressure_ratio:.4f}")
print(f"finite step, new pressure: {pressure * pressure_ratio:.3e} bar")
print(f"finite step, change of ln a_O: {activity_step:.5f}")
print(f"finite step, change of ln c_O: {content_step:.4e}")
print(f"finite step, chord ratio: {chord:.1f}")
print(f"Gamma at new delta: {3 * (2 - delta_new) / delta_new:.1f}")
print(f"site exclusion: factor {site_factor:.4f} in place of 3")
print(f"site exclusion: Gamma {gamma_counted:.1f}, "
      f"change {change(gamma_counted):.1f} %")
print(f"rough lattice parameter: {lattice:.3f} nm")
print(f"rough relative permittivity: {permittivity:.0f}")
print(f"Bjerrum length: {bjerrum:.3f} nm")
print(f"screening length: {1 / kappa0:.3f} nm")
print(f"nearest vacancy-cerium distance: {contact:.3f} nm")
print(f"mean defect spacing: {spacing:.3f} nm")
print(f"Coulomb estimate: factor {coulomb_factor:.3f} in place of 3")
print(f"Coulomb estimate: Gamma {gamma_coulomb:.0f}, "
      f"change {change(gamma_coulomb):.0f} %")
print(f"one polaron bound: exponent {exponent_bound:.4f}")
print(f"one polaron bound: Gamma {gamma_bound:.1f}, "
      f"change {change(gamma_bound):.1f} %")
print(f"rough acceptor content per Ce: {acceptor:.4f}")
print(f"acceptors: factor {impure_factor:.4f} in place of 3")
print(f"acceptors: Gamma {gamma_impure:.1f}, "
      f"change {change(gamma_impure):.1f} %")
print(f"rough linear expansion per unit delta: {expansion:.2f}")
print(f"oxygen per actual volume: Gamma {gamma_volume:.0f}, "
      f"change {change(gamma_volume):.0f} %")
print("every check passed")
```

Running it gives:

```
delta (missing O per Ce): 0.010
oxygen content per Ce: 1.990
polarons per Ce: 0.020
temperature: 1273 K
chosen O2 pressure: 1.0e-11 bar
mass-action constant K: 1.265e-11 bar^0.5
numerical exponent d ln delta/d ln p: -0.166667
ratio (2-delta)/delta: 199.0
Gamma, formula: 597.00
Gamma, numerical mass action: 597.00
Gamma if activity of O2 is used: 1194.0
counted vacancy factor at delta=1e-4: 3.00043
finite step, new delta: 0.011
finite step, pressure ratio: 0.5645
finite step, new pressure: 5.645e-12 bar
finite step, change of ln a_O: -0.28593
finite step, change of ln c_O: -5.0264e-04
finite step, chord ratio: 568.9
Gamma at new delta: 542.5
site exclusion: factor 3.0458 in place of 3
site exclusion: Gamma 606.1, change 1.5 %
rough lattice parameter: 0.541 nm
rough relative permittivity: 25
Bjerrum length: 0.525 nm
screening length: 0.316 nm
nearest vacancy-cerium distance: 0.234 nm
mean defect spacing: 1.097 nm
Coulomb estimate: factor 2.178 in place of 3
Coulomb estimate: Gamma 433, change -27 %
one polaron bound: exponent -0.2500
one polaron bound: Gamma 398.0, change -33.3 %
rough acceptor content per Ce: 0.0010
acceptors: factor 3.1053 in place of 3
acceptors: Gamma 617.9, change 3.5 %
rough linear expansion per unit delta: 0.10
oxygen per actual volume: Gamma 374, change -37 %
every check passed
```
